# Truncated screening and the overcorrection of Hartree-Fock gaps at second order: verification in Python

```python
"""
Result under test: the ring part of the second-order self-energy is GW with
W replaced by W2 = v + vPv = v^(1/2) (2 - eps) v^(1/2).  It overscreens for every
eps > 1; eps = 2 only marks attraction in a mode and divergence of the series.

Model: ring of two-site cells, N electron flavours, one electron per flavour and
cell, hopping t inside a cell, soft Coulomb repulsion v between all sites.
HF orbitals g, u (even, odd); HF gap DELTA = 2 t + V, V = repulsion inside a cell.
D[i,j]: coupling of cell dipoles; b[j]: coupling of a frontier-orbital charge in
cell 0 to the dipole of cell j; eps = 1 + N D / (2 DELTA).
Exact gaps: each neutral cell is a collective spin N/2, a charged one (N-1)/2.
All energies are in eV, lengths in site spacings.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.sparse import csr_matrix, identity, kron
from scipy.sparse.linalg import eigsh

DELTA = 8.0
COULOMB = 5.0
SOFT = 1.5
CELLS = 5


def ring_repulsion(cells):
    n = np.arange(2 * cells)
    step = np.pi / (2 * cells)
    chord = np.sin(step * np.abs(n[:, None] - n[None, :])) / np.sin(step)
    return 1.0 / np.sqrt(chord**2 + SOFT**2)


def couplings(v):
    cells = len(v) // 2
    dipole = np.kron(np.eye(cells), np.array([[1.0, -1.0]]))
    charge = np.zeros(2 * cells)
    charge[:2] = 0.5
    return dipole @ v @ dipole.T, dipole @ v @ charge


def cell_levels(two_s, t, self_coupling, levels):
    """Lowest levels of one cell and its dipole operator between them."""
    n = np.arange(two_s)
    step = 0.5 * np.sqrt((n + 1.0) * (two_s - n))
    sz = np.diag(step, 1) + np.diag(step, -1)
    ham = np.diag(2.0 * t * np.arange(two_s + 1)) + 0.5 * self_coupling * sz @ sz
    count = min(levels, two_s + 1)
    energy, states = eigh(ham, subset_by_index=[0, count - 1])
    return energy, states.T @ sz @ states


def lowest_energy(v, t, flavours, charged, levels):
    """Lowest energy relative to the unperturbed neutral hopping energy."""
    D, b = couplings(v)
    cells = len(b)
    known = {}
    local = []
    for i in range(cells):
        two_s = flavours - 1 if charged and i == 0 else flavours
        key = (two_s, round(D[i, i], 12))
        if key not in known:
            known[key] = cell_levels(two_s, t, D[i, i], levels)
        local.append(known[key])
    sizes = [len(energy) for energy, _ in local]

    def embed(matrix, i):
        left = int(np.prod(sizes[:i], dtype=int))
        right = int(np.prod(sizes[i + 1:], dtype=int))
        inner = kron(identity(left), csr_matrix(matrix), format="csr")
        return kron(inner, identity(right), format="csr")

    sz = []
    for i, (_, matrix) in enumerate(local):
        clean = np.where(np.abs(matrix) > 1e-11, matrix, 0.0)
        sz.append(embed(clean, i))
    ham = embed(np.diag(local[0][0]), 0)
    for i in range(1, cells):
        ham = ham + embed(np.diag(local[i][0]), i)
    for i in range(cells):
        for j in range(i + 1, cells):
            ham = ham + D[i, j] * (sz[i] @ sz[j])
        if charged:
            ham = ham + b[i] * sz[i]
    dim = ham.shape[0]
    if dim <= 1100:
        energy = eigh(ham.toarray(), eigvals_only=True,
                      subset_by_index=[0, 0])[0]
    else:
        start = np.full(dim, 1e-3)
        start[0] = 1.0
        energy = eigsh(ham, k=1, which="SA", v0=start,
                       return_eigenvectors=False)[0]
    if charged:
        energy += t + 0.25 * (v[0, 0] + v[0, 1])
    return energy


def exact_gap(v, flavours, levels=6):
    t = 0.5 * (DELTA - v[0, 1])
    return 2.0 * (lowest_energy(v, t, flavours, True, levels)
                  - lowest_energy(v, t, flavours, False, levels))


def formula_shifts(v, flavours):
    """Gap shifts: second-order ring, full ring sum (GW), second-order exchange."""
    D, b = couplings(v)
    lam, modes = np.linalg.eigh(D)
    eps = 1.0 + flavours * lam / (2 * DELTA)
    root = np.sqrt(eps)
    b2 = (modes.T @ b)**2
    d2 = (modes.T @ (0.5 * D[0]))**2
    pre = flavours / (2 * DELTA)
    second = pre * (-b2.sum() + 0.5 * d2.sum())
    full = pre * (-(b2 / eps).sum() + (d2 / (root * (1 + root))).sum())
    return second, full, -(D[0, 0] / 4)**2 / DELTA


def site_polarizability(v, flavours, omega):
    rho = np.array([0.5, -0.5])
    size = -flavours * 2 * DELTA / (DELTA**2 + omega**2)
    return np.kron(np.eye(len(v) // 2), size * np.outer(rho, rho))


def quadrature_shift(v, flavours, truncated):
    """Gap shift from the imaginary-axis GW integral with site matrices."""
    def correlation_w(omega):
        p = site_polarizability(v, flavours, omega)
        if truncated:
            return v @ p @ v
        return np.linalg.solve(np.eye(len(v)) - v @ p, v) - v
    gg = np.zeros(len(v))
    gu = np.zeros(len(v))
    gg[:2] = 0.5
    gu[:2] = [0.5, -0.5]
    x, weight = np.polynomial.legendre.leggauss(48)
    theta = 0.25 * np.pi * (x + 1)
    integral = sum(0.25 * np.pi * w * (gu @ correlation_w(DELTA * np.tan(a)) @ gu)
                   for a, w in zip(theta, weight))
    return gg @ correlation_w(0.0) @ gg - 2 / np.pi * integral


def mean_eps(v, flavours):
    D, b = couplings(v)
    return 1 + flavours / (2 * DELTA) * (b @ D @ b) / (b @ b)


def fermion_gap(v, t):
    """Two cells, two flavours: diagonalization in the full Fock space."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ops = []
    for p in range(8):
        op = np.eye(1)
        for q in range(8):
            op = np.kron(op, sign if q < p else lower if q == p else np.eye(2))
        ops.append(op)
    dens = [ops[2 * s].T @ ops[2 * s] + ops[2 * s + 1].T @ ops[2 * s + 1]
            for s in range(4)]
    ham = np.zeros((256, 256))
    for s in (0, 2):
        for f in (0, 1):
            hop = ops[2 * s + f].T @ ops[2 * (s + 1) + f]
            ham -= t * (hop + hop.T)
    one = np.eye(256)
    for i in range(4):
        for j in range(4):
            ham += 0.5 * v[i, j] * (dens[i] - one) @ (dens[j] - one)
    number = np.rint(np.diag(sum(dens))).astype(int)
    low = {}
    for n in (3, 4, 5):
        pick = np.flatnonzero(number == n)
        low[n] = np.linalg.eigvalsh(ham[np.ix_(pick, pick)])[0]
    return low[3] + low[5] - 2 * low[4]


unit = ring_repulsion(CELLS)
v = COULOMB * unit
D, b = couplings(v)
assert np.linalg.eigvalsh(v)[0] > 0
print(f"HF gap {DELTA:.3f} eV; Coulomb scale {COULOMB:.3f} eV")
print(f"softening {SOFT:.2f} site spacings; cells {CELLS}")
print(f"on-site repulsion U {v[0,0]:.4f} eV; intracell V {v[0,1]:.4f} eV")
print(f"hopping t {(DELTA-v[0,1])/2:.4f} eV")
print(f"b.b {b@b:.5f} eV^2; d.d {D[0]@D[0]/4:.5f} eV^2; K {D[0,0]/4:.5f} eV")

# Collective-spin description against fermions on an open line of two cells.
pos = np.arange(4)
line = COULOMB / np.sqrt((pos[:, None] - pos[None, :])**2 + SOFT**2)
fermions = fermion_gap(line, 0.5 * (DELTA - line[0, 1]))
spins = exact_gap(line, 2)
assert abs(fermions - spins) < 1e-8
print(f"two-cell gap: fermions {fermions:.6f} eV, spins {spins:.6f} eV")

# Weak coupling: first order must vanish, curvature must be second order.
weak = 0.02 * DELTA
plus = exact_gap(weak * unit, 3) - DELTA
minus = exact_gap(-weak * unit, 3) - DELTA
curvature = 0.5 * (plus + minus) / weak**2
s2, _, sx = formula_shifts(unit, 3)
assert abs(curvature / (s2 + sx) - 1) < 0.01
assert abs(plus - minus) < 0.4 * abs(plus + minus)
print(f"gap curvature, N=3: exact {curvature:.6f}, formula {s2+sx:.6f} 1/eV")

# GW integral with truncated and full W against the closed formulas.
for flavours in (10, 40):
    second, full, _ = formula_shifts(v, flavours)
    assert abs(quadrature_shift(v, flavours, True) - second) < 1e-8
    assert abs(quadrature_shift(v, flavours, False) - full) < 1e-8

# Many flavours at fixed eps: exact gap shift divided by the Coulomb scale.
D1, b1 = couplings(unit)
for target in (1.5, 4.0):
    kappa = 2 * (target - 1) * (b1 @ b1) / (b1 @ D1 @ b1)
    ratio = []
    for flavours in (400, 800):
        scale = kappa * DELTA / flavours
        ratio.append((exact_gap(scale * unit, flavours) - DELTA) / scale)
    limit = 2 * ratio[1] - ratio[0]
    second, full, _ = formula_shifts(scale * unit, 800)
    second, full = second / scale, full / scale
    assert abs(limit / full - 1) < 0.01
    assert second < limit
    print(f"large N, mean eps {target:.1f}, gap shift / Coulomb scale:")
    print(f"  exact {limit:.5f}, GW {full:.5f}, second order {second:.5f}")

# Fixed HF gap and repulsion, rising polarizability.
print("gaps in eV (second order includes exchange):")
print("  N  mean eps  max eps   exact      GW   2nd order   2nd ring")
for flavours in (4, 10, 20, 40):
    second, full, exchange = formula_shifts(v, flavours)
    exact = exact_gap(v, flavours)
    eps_max = 1 + flavours * np.linalg.eigvalsh(D)[-1] / (2 * DELTA)
    total = DELTA + second + exchange
    print(f"{flavours:3d}  {mean_eps(v, flavours):7.3f}  {eps_max:7.3f}  "
          f"{exact:7.4f} {DELTA+full:7.4f}  {total:8.4f}  {DELTA+second:9.4f}")
    if flavours == 4:
        assert total > exact
    else:
        assert total < exact
        assert abs(DELTA + full - exact) < abs(total - exact)
    if flavours == 10:
        assert eps_max < 2
larger_basis = exact_gap(v, 40, 7)
print(f"basis change of exact gap, N=40: {abs(larger_basis-exact):.1e} eV")
assert abs(larger_basis - exact) < 2e-3

# Static interaction: overscreening without a threshold, and signs of W2.
v_gg = v[:2, :2].sum() / 4
print(f"bare frontier-orbital self-repulsion {v_gg:.4f} eV")
val, vec = np.linalg.eigh(v)
root_v = (vec * np.sqrt(val)) @ vec.T
for flavours in (10, 40):
    p = site_polarizability(v, flavours, 0.0)
    w2 = v + v @ p @ v
    w = np.linalg.solve(np.eye(len(v)) - v @ p, v)
    eps = np.linalg.eigvalsh(np.eye(len(v)) - root_v @ p @ root_v)
    difference = w - w2
    assert np.linalg.eigvalsh(0.5 * (difference + difference.T))[0] > -1e-9
    attractive = int(np.sum(np.linalg.eigvalsh(w2) < 0))
    assert attractive == int(np.sum(eps > 2))
    w2_gg, w_gg = w2[:2, :2].sum() / 4, w[:2, :2].sum() / 4
    assert 0 < w2_gg < w_gg
    print(f"N={flavours}: attractive directions of W2 {attractive}; "
          f"orbital W2 {w2_gg:.4f}, W {w_gg:.4f} eV")
n_flip = 2 * DELTA * v_gg / (b @ b)
print(f"orbital W2 changes sign at N {n_flip:.1f}, "
      f"mean eps {mean_eps(v, n_flip):.3f}")

# Partial sums of the static ring series for the frontier-orbital charge.
for flavours in (10, 40):
    step = -flavours * D / (2 * DELTA)
    term = b.copy()
    partial = []
    acc = 0.0
    for k in range(400):
        acc += -flavours / (2 * DELTA) * (b @ term)
        partial.append(acc)
        term = step @ term
    closed = -flavours / (2 * DELTA) * (b @ np.linalg.solve(np.eye(CELLS) - step, b))
    if flavours == 10:
        assert abs(partial[-1] - closed) < 1e-6
    else:
        assert abs(partial[20] - closed) > 1e3 * abs(partial[0] - closed)
    text = ", ".join(f"{x:.4f}" for x in partial[:4])
    print(f"N={flavours}: static W-v, orders 2 to 5: {text} eV")
    print(f"  full sum {closed:.4f} eV")

# Size dependence of the formulas.
long_v = COULOMB * ring_repulsion(101)
second, full, exchange = formula_shifts(long_v, 40)
assert second + exchange < full < 0
print(f"101 cells, N=40: mean eps {mean_eps(long_v, 40):.3f}")
print(f"  GW gap {DELTA+full:.4f} eV, second order {DELTA+second+exchange:.4f} eV")
print("verified")
```

Output:

```
HF gap 8.000 eV; Coulomb scale 5.000 eV
softening 1.50 site spacings; cells 5
on-site repulsion U 3.3333 eV; intracell V 2.7735 eV
hopping t 2.6132 eV
b.b 0.65575 eV^2; d.d 0.36870 eV^2; K 0.27992 eV
two-cell gap: fermions 7.945787 eV, spins 7.945787 eV
gap curvature, N=3: exact -0.003927, formula -0.003927 1/eV
large N, mean eps 1.5, gap shift / Coulomb scale:
  exact -0.02572, GW -0.02572, second order -0.03946
large N, mean eps 4.0, gap shift / Coulomb scale:
  exact -0.05417, GW -0.05417, second order -0.23677
gaps in eV (second order includes exchange):
  N  mean eps  max eps   exact      GW   2nd order   2nd ring
  4    1.299    1.381   7.8617  7.9105    7.8724     7.8821
 10    1.747    1.952   7.7873  7.8367    7.6956     7.7054
 20    2.493    2.905   7.7386  7.7764    7.4010     7.4107
 40    3.986    4.809   7.7076  7.7294    6.8117     6.8215
basis change of exact gap, N=40: 1.6e-06 eV
bare frontier-orbital self-repulsion 3.0534 eV
N=10: attractive directions of W2 0; orbital W2 2.6436, W 2.8184 eV
N=40: attractive directions of W2 4; orbital W2 1.4140, W 2.6404 eV
orbital W2 changes sign at N 74.5, mean eps 6.562
N=10: static W-v, orders 2 to 5: -0.4098, -0.1039, -0.3343, -0.1589 eV
  full sum -0.2350 eV
N=40: static W-v, orders 2 to 5: -1.6394, 3.2565, -11.4939, 33.4224 eV
  full sum -0.4130 eV
101 cells, N=40: mean eps 3.378
  GW gap 7.3251 eV, second order 5.8857 eV
verified
```
